# Langer's Overdamped Escape Rate for Two Polarizations with Unequal Mobilities, part 1

(Sections cited here and not found follow in the second part.)

## First half: the rate and the directions at the saddle

Let two polarizations $P_1$ and $P_2$, measured in the same unit, relax without inertia in an energy $U(P_1,P_2)$ with constant mobilities $M_1$ and $M_2$. If the barrier $\Delta U$ between a well $A$ and a saddle $S$ is large compared with the thermal energy $\theta=k_BT$, the rate of escape over that saddle is, to leading order,

$$
\Gamma=\frac{\lambda}{2\pi}\sqrt{\frac{\det H_A}{|\det H_S|}}\;e^{-\Delta U/\theta},
\qquad M H_S v=-\lambda v,\quad \lambda>0 .
$$

Here $H_A$ and $H_S$ are the matrices of second derivatives of $U$ (the Hessians) at the well and at the saddle, and $M=\mathrm{diag}(M_1,M_2)$. The vector $v$ is the direction in which the system runs away from the saddle. It is an eigenvector of $MH_S$, not of $H_S$. It coincides with the negative-curvature eigenvector $e$ of $H_S$ if and only if $M_1=M_2$ or the mixed second derivative $\partial^2U/\partial P_1\partial P_2$ vanishes at the saddle. In every other case the two directions differ.

The equations of motion are

$$
\frac{dP_i}{dt}=-M_i\frac{\partial U}{\partial P_i}+\sqrt{2M_i\theta}\;\xi_i(t),\qquad i=1,2,
$$

where $\xi_1$ and $\xi_2$ are independent white noises of unit strength. In a short time $dt$ the increment $dP_i$ therefore has mean $-M_i(\partial U/\partial P_i)\,dt$ and mean square $2M_i\theta\,dt$, while the mean of $dP_1dP_2$ is of higher order in $dt$. Since the mobilities do not depend on the polarizations, the noise has constant strength and no question of its interpretation arises.

The mean change of a smooth function $f(P_1,P_2)$ follows from its Taylor expansion to second order in the increments. Per unit time it is

$$
\mathcal L f=\sum_i\left(-M_i\frac{\partial U}{\partial P_i}\frac{\partial f}{\partial P_i}
+\theta M_i\frac{\partial^2 f}{\partial P_i^2}\right)
=\theta\,\nabla\!\cdot(M\nabla f)-(M\nabla U)\cdot\nabla f .
$$

For a probability density $\rho$ this means $\frac{d}{dt}\int f\rho\,d^2P=\int\rho\,\mathcal Lf\,d^2P$. One integration by parts in the drift term and two in the noise term move the derivatives from $f$ to $\rho$. Because $f$ is arbitrary,

$$
\frac{\partial\rho}{\partial t}=-\nabla\cdot J,\qquad
J=-M(\rho\nabla U+\theta\nabla\rho).
$$

For $\rho\propto e^{-U/\theta}$ one has $\theta\nabla\rho=-\rho\nabla U$, so that $J=0$ at every point. The strength of the noise was chosen to give this equilibrium. The mobilities do not appear in it: they affect how fast the system moves and by which route, but not how often a state is occupied in equilibrium.

To find the escape rate, take a small region around the bottom of well $A$ and another region $B$ inside the product well. Let $q(P)$ be the probability that a system now at $P$ reaches $A$ before $B$. After a short step the remaining probability must have the same average as before the step, so $q$ obeys

$$
\mathcal Lq=0,\qquad q=1\ \text{in }A,\qquad q=0\ \text{in }B .
$$

This function also gives a steady state with a current. Insert $\rho=C\,e^{-U/\theta}q$, with a constant $C$, into the expression for $J$. The derivative of the exponential cancels the drift term, and there remains

$$
J=-C\theta\,e^{-U/\theta}M\nabla q .
$$

Its divergence is

$$
\nabla\cdot J=-C e^{-U/\theta}\left[\theta\nabla\cdot(M\nabla q)-(M\nabla U)\cdot\nabla q\right]
=-Ce^{-U/\theta}\mathcal Lq=0
$$

outside $A$ and $B$. The density thus describes an ensemble in which systems are fed in at $A$ and removed for good when they reach $B$. Let $I$ be the number fed in per unit time, $N$ the number present, and $\tau$ the mean time between entry and removal. In a steady state $N=I\tau$, since each system contributes to the number present for a mean time $\tau$. The escape rate is therefore

$$
\Gamma=\frac1\tau=\frac IN .
$$

For a high barrier the system equilibrates inside the well long before it escapes, so the precise point of entry does not matter to leading order.

Both $I$ and $N$ can now be found from quadratic approximations to $U$. Near the saddle write $x=P-P_S$ and

$$
U=U_S+\tfrac12x^{\mathsf T}Hx,\qquad
H=H_S=\begin{pmatrix}a&c\\ c&b\end{pmatrix},\qquad ab-c^2<0 .
$$

The negative determinant says that one curvature is negative and the other positive. Without noise the motion is $\dot x=-MHx$. The matrix $MH$ is in general not symmetric, but it is similar to a symmetric one, because

$$
M^{-1/2}(MH)M^{1/2}=M^{1/2}HM^{1/2}.
$$

Its eigenvalues are therefore real. Their product is $M_1M_2(ab-c^2)<0$, so exactly one of them is negative. Call it $-\lambda$. A displacement along its eigenvector $v$ obeys $\dot x=\lambda x$ and grows as $e^{\lambda t}$. The other eigenvalue, $\mu>0$, belongs to a displacement that decays.

An eigenvalue $m$ of $MH$ satisfies $m^2-Tm+M_1M_2(ab-c^2)=0$, with the trace $T=M_1a+M_2b$. Setting $m=-\lambda$ gives $\lambda^2+T\lambda-M_1M_2(c^2-ab)=0$, whose positive root is

$$
\lambda=\frac12\left[-T+\sqrt{T^2+4M_1M_2(c^2-ab)}\right].
$$

The first row of $MHv=-\lambda v$ reads $M_1av_1+M_1cv_2=-\lambda v_1$. For $c\ne0$ it fixes the direction:

$$
v\propto\begin{pmatrix}M_1c\\-\lambda-M_1a\end{pmatrix},\qquad
\frac{v_2}{v_1}=-\frac{\lambda+M_1a}{M_1c}.
$$

Compare this with the unit eigenvector $e$ of the Hessian, $He=-|h|e$, where $-|h|$ is the negative curvature. Multiplication by $M$ gives

$$
MHe=-|h|\,Me .
$$

A system displaced along $e$ feels a force along $e$, but it moves along $Me$. If $Me=me$ for some number $m>0$, then $MHe=-|h|m\,e$, so $e$ is the unstable direction and $\lambda=m|h|$. Conversely, if $v$ is parallel to $e$, then $MHe$ is parallel to $e$, and since $|h|\neq0$ so is $Me$. The two directions therefore coincide if and only if $e$ is an eigenvector of the mobility matrix. For a diagonal $M$ this can be read from the cross product

$$
e_1(Me)_2-e_2(Me)_1=(M_2-M_1)\,e_1e_2 .
$$

It vanishes if $M_1=M_2$ or if $e$ lies on one of the axes. If $e=(1,0)$, then $He=(a,c)$ is parallel to $e$ only for $c=0$, and the same holds for the other axis. If $c=0$, the Hessian is diagonal, and its negative-curvature eigenvector does lie on an axis. This proves the condition stated at the start.

The comparison uses the ordinary lengths and angles of the $(P_1,P_2)$ plane, which is why the two coordinates need a common unit. In the rescaled coordinates $y=M^{-1/2}x$ the noise-free motion is $\dot y=-M^{1/2}HM^{1/2}y$, and the matrix on the right is the Hessian of $U$ with respect to $y$. There the unstable direction is an eigenvector $w$ of the Hessian, and $v=M^{1/2}w$ in the original plane. The trajectory has not changed. What has changed is the meaning of "perpendicular", and with it the eigenvector of the Hessian. Reading a path of steepest descent in the ordinary plane as the path of the motion thus in general carries the tacit assumption of equal mobilities. An exception is a straight path along one of the axes.

The splitting probability near the saddle introduces a third direction. Try $q=g(s)$ with $s=n\cdot x$ and a constant vector $n$. Then $\nabla q=g'n$ and $\nabla\cdot(M\nabla q)=(n^{\mathsf T}Mn)\,g''$, and since $\nabla U=Hx$ the equation $\mathcal Lq=0$ becomes

$$
\theta\,(n^{\mathsf T}Mn)\,g''-(x^{\mathsf T}HMn)\,g'=0 .
$$

This is an equation in $s$ alone if $HMn=\sigma n$ for some number $\sigma$. Its solution has $g'\propto\exp[\sigma s^2/(2\theta n^{\mathsf T}Mn)]$. A probability that changes from one to zero across the saddle needs a $g'$ that decays on both sides, hence $\sigma<0$. The matrix $HM$ is the transpose of $MH$ and has the same eigenvalues, so $\sigma=-\lambda$. The eigenvector is

$$
n=M^{-1}v,\qquad\text{because}\qquad
HMn=Hv=M^{-1}(MHv)=-\lambda M^{-1}v=-\lambda n .
$$

Let $v$ point towards the product. Since $n\cdot v=v^{\mathsf T}M^{-1}v>0$, the coordinate $s$ increases from the reactant side to the product side. With $q\to1$ for $s\to-\infty$ and $q\to0$ for $s\to\infty$,

$$
q=\frac12\,\mathrm{erfc}\!\left(s\sqrt{\frac{\lambda}{2\theta n^{\mathsf T}Mn}}\right),\qquad
g'(0)=-\sqrt{\frac{\lambda}{2\pi\theta n^{\mathsf T}Mn}} .
$$

The line of equal chances, $q=\frac12$, is $n\cdot x=0$. The current, on the other hand, is proportional to $-M\nabla q=-g'Mn=-g'v$, and so runs along $v$. The current therefore crosses the dividing line at an oblique angle unless $v$ is an eigenvector of $M$. The dividing line itself is the direction of decaying motion. If $MHu=\mu u$, then $\mu\,n\cdot u=n^{\mathsf T}MHu=(HMn)\cdot u=-\lambda\,n\cdot u$, and since $\mu\neq-\lambda$ this requires $n\cdot u=0$. A system on this line would, without noise, run into the saddle.

The total current through the dividing line is $I=\int\delta(n\cdot x)\,n\cdot J\,d^2x$. The delta function contributes a factor $1/|n|$ and $n\cdot J$ a factor $|n|$, so the length of $n$ drops out. With the results above,

$$
I=C\theta e^{-U_S/\theta}\,(n^{\mathsf T}Mn)\,|g'(0)|\,G,\qquad
G=\int\delta(n\cdot x)\,e^{-x^{\mathsf T}Hx/2\theta}\,d^2x .
$$

Points on the line are $x=t\,r$ with $r=(-n_2,n_1)$. The element of length is $|n|\,dt$, which cancels the factor $1/|n|$, and the integral is Gaussian:

$$
G=\int_{-\infty}^{\infty}e^{-t^2\,r^{\mathsf T}Hr/2\theta}\,dt=\sqrt{\frac{2\pi\theta}{r^{\mathsf T}Hr}} .
$$

The quantity under the root must be positive. Written out,

$$
r^{\mathsf T}Hr=an_2^2-2cn_1n_2+bn_1^2=(\det H)\,n^{\mathsf T}H^{-1}n .
$$

From $HMn=-\lambda n$ follows $H^{-1}n=-Mn/\lambda$, hence $n^{\mathsf T}H^{-1}n=-n^{\mathsf T}Mn/\lambda$. The determinant is also negative, so the signs cancel:

$$
r^{\mathsf T}Hr=\frac{|\det H|\,n^{\mathsf T}Mn}{\lambda}>0,\qquad
G=\sqrt{\frac{2\pi\theta\lambda}{|\det H|\,n^{\mathsf T}Mn}} .
$$

In the product $(n^{\mathsf T}Mn)|g'(0)|G$ the factors $n^{\mathsf T}Mn$ and $2\pi\theta$ cancel, and

$$
I=C\,\frac{\theta\lambda}{\sqrt{|\det H_S|}}\;e^{-U_S/\theta}.
$$

The number present is dominated by the well, where $q$ is close to one. With $U\simeq U_A+\frac12z^{\mathsf T}H_Az$ and $z=P-P_A$, the two-dimensional Gaussian integral gives

$$
N=C\,\frac{2\pi\theta}{\sqrt{\det H_A}}\;e^{-U_A/\theta}.
$$

Dividing $I$ by $N$, with $\Delta U=U_S-U_A$, yields the rate stated at the start. The mobilities enter it through $\lambda$ alone. The smaller $\det H_A$ is, the more room the well offers to thermal fluctuations, and the lower is the rate for a given barrier and saddle. The determinant at the saddle is not such a measure by itself, because one of the curvatures in it is negative.

The derivation also shows what the result needs. The quadratic form must hold over the thermal width of the well and, at the saddle, over the distance in which $q$ changes and over the thermal width along the dividing line. All of these shrink as $\sqrt\theta$. The closer a curvature at the saddle is to zero, the lower the temperature must be for this to hold. Outside the narrow region in which it changes, $q$ must be close to one on the reactant side and close to zero on the product side. The derivation also assumes white noise and constant mobilities. One saddle must carry the escape, and systems that reach $B$ must not come back.

This half has derived the escape rate and shown that the unstable direction at the saddle differs from the Hessian's negative-curvature eigenvector unless the mobilities are equal or the mixed second derivative vanishes there. What remains is to bound the growth rate $\lambda$, examine the limit of one very slow coordinate, and apply and test the results for two columns in a hafnia-zirconia film.
